# The Optimal Solar-Cell Voltage: Carnot, Solid-Angle and Current Losses, part 1

(Sections cited here and not found follow in the second part.)

## First half: one narrow band of light

### The situation

A flat solar cell faces the sun. Its absorber has a gap of 1.40 eV, so every absorbed photon lifts an electron across at least 1.40 eV. Suppose the material is perfect: each absorbed photon gives one electron–hole pair, and no pair is lost at a defect. One might expect each electron to deliver 1.40 eV of work to the circuit, at a voltage of 1.40 V. The voltage of greatest power is in fact close to 1.05 V. Where does the missing third of a volt go, if nothing in the cell is faulty?

A compact answer is

\[
qV \simeq E_g\left(1-\frac{T_c}{T_s}\right)-kT_c\ln\frac{\Omega_e}{\Omega_a}. \tag{1}
\]

Here \(E_g\) is the gap, \(T_c\) and \(T_s\) are the temperatures of cell and sun, and \(\Omega_e\) and \(\Omega_a\) are the solid angles into which the cell emits and from which it absorbs sunlight. I call the right-hand side \(qV_s\), the short formula. The notes below find what it describes, which terms it omits, and why it still lies close to the optimum for a useful range of gaps.

### Assumptions

The sun is a blackbody. The cell absorbs every photon above \(E_g\) that reaches it and none below. Pairs recombine by emitting light and in no other way. Carriers move so easily that the quasi-Fermi levels are flat, and each contact exchanges one kind of carrier without loss, so the separation of the quasi-Fermi levels equals \(qV\). The back of the cell is a perfect mirror, so light leaves through the front. Light from the surroundings at \(T_c\) is ignored. Current is counted positive when it leaves the cell to do work. Energies are in eV, so the number for \(qV\) in eV is also the voltage in volts.

### Counting photons

Photons have two polarizations, and each polarization has one state per volume \(h^3\) of phase space. With momentum \(p=E/c\), the momentum element is

\[
d^3p=p^2\,dp\,d\omega=\frac{E^2\,dE\,d\omega}{c^3},
\]

where \(d\omega\) is an element of solid angle. If each state holds \(f(E)\) photons on average, the photon density in this element is \(2f\,d^3p/h^3\). The number crossing unit area per second is this density times the velocity component \(c\cos\theta\) along the surface normal:

\[
dN=\frac{2}{h^3c^2}\,E^2 f(E)\,dE\,\cos\theta\,d\omega .
\]

The factor \(\cos\theta\) belongs to the geometry, so I absorb it into a projected solid angle \(\Omega=\int\cos\theta\,d\omega\). Then

\[
N=\frac{2\Omega}{h^3c^2}\int E^2 f(E)\,dE. \tag{2}
\]

For a sun of half-angle \(\theta_s\), centred on the normal,

\[
\Omega_a=2\pi\int_0^{\theta_s}\sin\theta\cos\theta\,d\theta=\pi\sin^2\theta_s .
\]

Emission through the front fills a hemisphere, \(\theta_s\to\pi/2\), so \(\Omega_e=\pi\). A cell emitting into air from both faces would have \(2\pi\).

A limit tests the prefactor. Weight (2) by \(E\), use the Planck occupation and take the full hemisphere. Since \(\int_0^\infty x^3/(e^x-1)\,dx=\pi^4/15\), the energy flux is

\[
\frac{2\pi}{h^3c^2}(kT)^4\frac{\pi^4}{15}=\frac{2\pi^5k^4}{15h^3c^2}\,T^4=\sigma T^4 ,
\]

which is the Stefan–Boltzmann law.

With a half-angle of 0.267°, \(\Omega_a=6.822\times10^{-5}\) sr, and \(\Omega_e/\Omega_a=46050\). The cell receives sunlight from a small disc and sends its own light into the whole sky.

### What a biased absorber emits

Take an upper level \(E_2\) in the conduction band and a lower level \(E_1\) in the valence band, with \(E_2-E_1=E\). Their occupations are \(f_c\) and \(f_v\). A light mode holding \(n\) photons gains them by emission at a rate proportional to \((n+1)f_c(1-f_v)\), and loses them by absorption at a rate proportional to \(nf_v(1-f_c)\). The constant is the same, because both processes have the same squared matrix element; the factors \(n+1\) and \(n\) come from the photon creation and annihilation operators. Inside a thick absorber the two rates balance:

\[
(n+1)f_c(1-f_v)=nf_v(1-f_c).
\]

Dividing by \(nf_c(1-f_v)\) and subtracting one gives

\[
\frac1n=\frac{f_v}{1-f_v}\,\frac{1-f_c}{f_c}-1 .
\]

Each band is in equilibrium with itself at \(T_c\), with quasi-Fermi level \(\mu_c\) or \(\mu_v\). For a Fermi function, \((1-f)/f=e^{(\text{level}-\mu)/kT_c}\). Hence

\[
\frac1n=e^{(E_2-\mu_c)/kT_c}\,e^{-(E_1-\mu_v)/kT_c}-1 ,
\]

and with \(\mu_c-\mu_v=qV\),

\[
n=\frac{1}{e^{(E-qV)/kT_c}-1}. \tag{3}
\]

The separate levels have dropped out. All transitions of the same photon energy drive the mode to the same occupation.

This is the occupation inside the medium. Along a ray, the photon number relaxes towards it as \(dn'/ds=\alpha(n-n')\), with absorption coefficient \(\alpha\). After a path \(L\) that starts with no photons, \(n'=n(1-e^{-\alpha L})\). The factor in brackets is also the fraction of an incoming ray that would be absorbed. Emissivity therefore equals absorptance, and a cell that absorbs fully above the gap emits with occupation (3) there.

At \(V=0\), equation (3) is Planck's law. It fails for \(qV\ge E\): the medium is transparent at equality and amplifies light beyond it. When \(E-qV\gg kT_c\) the one in the denominator can be dropped, which is the Boltzmann approximation:

\[
f_e\simeq e^{-(E-qV)/kT_c},\qquad f_s\simeq e^{-E/kT_s}
\]

for the cell's light and for sunlight. The second form needs \(E\gg kT_s\). At 5800 K, \(kT_s=0.4998\) eV, so this is the more delicate of the two; the actual solar occupation at 1.40 eV is 0.0647.

### The simplest cell at open circuit

Let the cell absorb and emit in a window of width \(\Delta E\ll kT_c\) at \(E_g\). From (2), with \(M=2E_g^2\Delta E/(h^3c^2)\), the absorbed and emitted fluxes are

\[
N_a=M\Omega_a e^{-E_g/kT_s},\qquad N_e=M\Omega_e e^{(qV-E_g)/kT_c}.
\]

The pairs that do not return as light leave through the contacts, so \(J=q(N_a-N_e)\). Define \(r=N_a/N_e\). Its logarithm is

\[
\ln r=-\ln\frac{\Omega_e}{\Omega_a}-\frac{E_g}{kT_s}-\frac{qV-E_g}{kT_c}.
\]

Multiplying by \(kT_c\) and solving for \(qV\),

\[
qV=E_g\left(1-\frac{T_c}{T_s}\right)-kT_c\ln\frac{\Omega_e}{\Omega_a}-kT_c\ln r. \tag{4}
\]

At open circuit no current flows, so \(r=1\) and (4) becomes the short formula (1). For a narrow band, then, \(V_s\) is the open-circuit voltage in the Boltzmann approximation. With the Planck occupation of sunlight, the open-circuit voltage and the optimum of the example below are each 1.6 mV higher.

For \(T_c=300\) K, \(kT_c=0.02585\) eV. The two losses are

\[
E_g\frac{T_c}{T_s}=1.40\times\frac{300}{5800}=0.0724\ \text{eV},
\]
\[
kT_c\ln 46050=0.02585\times10.737=0.2776\ \text{eV},
\]

and \(V_s=1.40-0.0724-0.2776=1.0500\) V. The angular term is nearly four times the Carnot term.

Two limits are instructive. As \(T_c\to0\) both losses vanish and \(qV_s\to E_g\). If instead \(T_s=T_c\), the voltage ought to vanish, yet (1) gives \(-kT_c\ln(\Omega_e/\Omega_a)\). The fault lies in the missing ambient light. Restoring it adds \(M(\Omega_e-\Omega_a)e^{-E_g/kT_c}\) to the absorbed flux. At \(T_s=T_c\) the total becomes \(M\Omega_e e^{-E_g/kT_c}\), which balances the emission at \(V=0\). For the real sun this correction is negligible: ambient light supplies \(6\times10^{-20}\) of the photons that sunlight supplies above the gap.

### Drawing power from the narrow band

At open circuit the cell delivers no power. Write \(v=qV/kT_c\) and \(N_e=N_0e^v\), where \(N_0\) is the emission at zero voltage. The power per area is

\[
P=qV(N_a-N_0e^v).
\]

Since \(V\,d(e^v)/dV=ve^v\),

\[
\frac{dP}{dV}=q\left[N_a-N_0e^v-vN_0e^v\right]=q\left[N_a-N_0(1+v)e^v\right].
\]

For \(v\ge0\) the product \((1+v)e^v\) rises steadily from 1 without bound. If \(N_a>N_0\), the derivative therefore changes sign once, from positive to negative, and the power has one maximum, where

\[
(1+v)e^v=\frac{N_a}{N_0}. \tag{5}
\]

Dividing by \(e^v\) shows that \(r=N_a/N_e=1+v\) there. The cell re-emits the fraction \(1/(1+v)\) of what it absorbs. Multiplying (5) by \(e\) puts it in the form \(we^w=eN_a/N_0\) with \(w=1+v\), so \(v=W(eN_a/N_0)-1\), where the Lambert function \(W\) is defined as the solution \(w\) of \(we^w=x\).

With \(r=1+v\), equation (4) gives \(qV_{\rm opt}=qV_s-kT_c\ln(1+v)\). In numbers, the optimum is 0.9560 V, where \(v=0.9560/0.02585=36.98\), and

\[
kT_c\ln(1+v)=0.02585\times\ln37.98=0.0940\ \text{eV},
\]

which is the distance from 1.0500 V. The short formula is thus too high by 94 mV as an optimum for the narrow band. Something in the broad band must make up the difference.

### What each loss pays for

Entropy gives the terms their meaning. A light mode with occupation \(f\) has entropy

\[
\sigma(f)=k\left[(1+f)\ln(1+f)-f\ln f\right],\qquad
\frac{d\sigma}{df}=k\ln\frac{1+f}{f}.
\]

For thermal light, \((1+f)/f=e^{E/kT_s}\), so removing one photon from a mode that stays near its thermal occupation removes entropy \(E/T_s\) with it. This does not use the Boltzmann approximation. If the photon's energy becomes work \(w\) and heat \(E-w\) at \(T_c\), the heat must carry at least that entropy:

\[
\frac{E-w}{T_c}\ge\frac{E}{T_s}\quad\Rightarrow\quad w\le E\left(1-\frac{T_c}{T_s}\right).
\]

The Carnot loss \(E_gT_c/T_s\) is the heat that must be rejected even in a reversible conversion.

The other terms involve entropy that the cell creates. For dilute light \((1+f)\ln(1+f)\simeq f\), so the entropy per photon is \(k(1-\ln f)\). Let \(x_s=-\ln f_s=E_g/kT_s\) and \(x_e=-\ln f_e=(E_g-qV)/kT_c\). Light brings in entropy \(kN_a(1+x_s)\) and takes out \(kN_e(1+x_e)\). Energy conservation fixes the heat: \(E_g(N_a-N_e)\) is retained from the light and \(qV(N_a-N_e)\) leaves as work, so the heat is \((E_g-qV)(N_a-N_e)\). Divided by \(T_c\), it carries entropy \(kx_e(N_a-N_e)\). The rate of entropy creation is outflow minus inflow:

\[
\frac{\dot S}{k}=N_e(1+x_e)-N_a(1+x_s)+x_e(N_a-N_e)=N_e-N_a+N_a(x_e-x_s).
\]

Since \(r=(\Omega_a/\Omega_e)e^{x_e-x_s}\), the difference is \(x_e-x_s=\ln(\Omega_e/\Omega_a)+\ln r\). Therefore

\[
\frac{\dot S}{kN_a}=\ln\frac{\Omega_e}{\Omega_a}+\left(\ln r-1+\frac1r\right). \tag{6}
\]

The first term is present even at open circuit. Each photon arrives in a narrow cone and an equivalent one leaves into a hemisphere, spread over 46050 times as many modes. Multiplied by \(T_c\), this entropy is the angular loss. The bracket vanishes at \(r=1\), and its derivative \((r-1)/r^2\) makes it positive elsewhere. It is the irreversibility of running at finite current, when absorption and emission are out of balance.

Using full Bose entropies instead of the dilute form, the entropy created at \(V_s\) is \(10.708k\) per absorbed photon, where (6) with the same fluxes gives \(10.739k\). At the narrow-band optimum the pair is \(13.430k\) and \(13.462k\). The small offset is understood: to next order the entropy of sunlight is \(k(1+f_s/2-\ln f_s)\) per photon, so the incoming entropy is larger and the creation smaller by \(kf_s/2=0.032k\).

## Second half: every photon above the gap

### What is carried over

The cell has gap \(E_g\) and temperature \(T_c\), and the sun has temperature \(T_s\). The projected solid angles are \(\Omega_a\) for sunlight and \(\Omega_e\) for emission. \(N_a\) is the absorbed photon flux, \(N_e=N_0e^v\) the emitted one, and \(v=qV/kT_c\). The first half gave the flux integral (2), the occupation \(e^{-(E-qV)/kT_c}\) of the cell's light, and the condition (5), \((1+v)e^v=N_a/N_0\), for greatest power. The short formula is

\[
qV_s=E_g\left(1-\frac{T_c}{T_s}\right)-kT_c\ln\frac{\Omega_e}{\Omega_a}.
\]

For a narrow band it is the open-circuit voltage, and the optimum lies lower by \(kT_c\ln(1+v)\). The derivation of (5) used the exponential dependence of emission on voltage and not the width of the band, so (5) still applies. What changes is the ratio \(N_a/N_0\).

For a narrow band, the short formula gives the open-circuit voltage in the Boltzmann approximation, and the voltage of greatest power lies below it, by 94 mV in the example. It remains to find how absorbing every photon above the gap changes \(N_a/N_0\), and why this brings the optimum back close to the short formula.

Numbers in the example were calculated in double precision.
